# Depolarising field of a ribbon polarised across its width

## Definitions and conventions

A flat ribbon lies in the plane \(z=0\), occupies \(-W/2<x<W/2\), and extends along \(y\). Its thickness \(t\) is much smaller than \(W\), and its length \(L\) is much larger. The surroundings are vacuum unless a substrate is stated.

The sheet polarisation \(P\) is the electric dipole moment per unit area, in C/m. It points along \(+x\), across the ribbon. The ribbon is called rigid when \(P\) is uniform and does not respond to the field. At first there is no free charge, either inside the ribbon or on its edges.

The quantity sought is the macroscopic field \(E\), the \(x\) component of the field produced by the averaged polarisation. It differs from the local field at an atom, which also depends on the arrangement of the nearby dipoles. A negative \(E\) opposes \(P\). SI units are used because the example concerns a device.

For the rigid, thin, long and uncompensated ribbon, the result is

\[
E(0)=-\frac{2P}{\pi\varepsilon_0W}.
\]

In Hartree atomic units \(4\pi\varepsilon_0=1\), so \(\varepsilon_0=1/(4\pi)\) and the magnitude is \(8P/W\).

The centre field vanishes as \(W\to\infty\) at fixed \(P\). Neither the field near an edge nor the potential difference across the ribbon does so, and this limits the use of the formula.

## From edge charge to the centre field

The bound charge per unit area of a sheet polarised along \(x\) is \(-dP/dx\). It is zero inside the ribbon, where \(P\) is uniform. At the right edge the polarisation falls from \(P\) to zero, and integrating \(-dP/dx\) across that step gives a line charge \(+P\). At the left edge it rises from zero to \(P\), which gives \(-P\). A sheet polarisation in C/m thus becomes a charge per unit length.

For an infinite line with charge \(\lambda\) per length, Gauss's law on a cylinder of radius \(r\) and length \(\ell\) reads

\[
\varepsilon_0E_r(2\pi r\ell)=\lambda\ell,
\qquad
E_r=\frac{\lambda}{2\pi\varepsilon_0r}.
\]

At an interior point \(x\), the positive right edge is at distance \(W/2-x\) and pushes a positive test charge to the left. The negative left edge is at distance \(W/2+x\) and pulls it to the left. Both contributions are negative:

\[
E(x)=-\frac{P}{2\pi\varepsilon_0}
\left[\frac{1}{W/2-x}+\frac{1}{W/2+x}\right].
\]

The numerators over the common denominator add to \(W\), so

\[
E(x)=-\frac{P}{2\pi\varepsilon_0}\,
\frac{W}{W^2/4-x^2}.
\]

At \(x=0\) the last fraction is \(4/W\), which gives the stated result. The denominator is largest there, so the centre has the smallest field magnitude in the ribbon.

At a fixed distance \(d\) from the right edge, \(x=W/2-d\) and

\[
|E|=\frac{P}{2\pi\varepsilon_0}
\left[\frac1d+\frac1{W-d}\right]
\longrightarrow\frac{P}{2\pi\varepsilon_0d}
\quad(W\to\infty).
\]

Widening the ribbon removes the influence of the far edge but leaves that of the near one.

## The same result from removed dipoles

Divide a wider sheet, of width \(W'\), into narrow strips. A strip of width \(dx'\) has dipole moment \(P\,dx'\) per unit length. It can be represented by lines \(+\lambda\) and \(-\lambda\) separated by \(\delta\), with \(\lambda\delta=P\,dx'\). At distance \(X\gg\delta\) along the \(x\) axis its field is

\[
\frac{\lambda}{2\pi\varepsilon_0}
\left[\frac1{X-\delta/2}-\frac1{X+\delta/2}\right]
\simeq\frac{\lambda\delta}{2\pi\varepsilon_0X^2}
=\frac{P\,dx'}{2\pi\varepsilon_0X^2}.
\]

This field points along \(+x\) on either side of the strip. The strips between \(W/2\) and \(W'/2\), on both sides, therefore contribute at the centre

\[
2\int_{W/2}^{W'/2}\frac{P\,dx'}{2\pi\varepsilon_0x'^2}
=\frac{P}{\pi\varepsilon_0}
\left[\frac2W-\frac2{W'}\right].
\]

Removing them subtracts this amount from the centre field. As \(W'\to\infty\) the wide sheet has no bound charge at finite distance and no macroscopic field. What remains is \(-2P/(\pi\varepsilon_0W)\).

This route also separates the macroscopic field from the local one. Consider point dipoles on a square lattice of unit spacing. The infinite lattice has a local-field sum of 4.5168, in units of dipole moment divided by \(4\pi\varepsilon_0\) and the cube of the spacing. This constant does not depend on \(W\). A test subtracted from it the directly summed field in a ribbon of 101 columns. The difference at the centre, in units where \(P/\varepsilon_0=1\), was 0.006303, and \(2/(101\pi)\) gives the same value. At a site 25 columns off centre, the lattice and the profile \(E(x)\) both gave 0.008349.

## Thickness, length and substrate

**Thickness.** Let the dipole moment be spread uniformly over thickness \(t\). Each edge is then a face with surface charge \(\pm P/t\). A slice \(dz\) of the face is a line charge \(P\,dz/t\) at horizontal distance \(D=W/2\) from the centre. Its distance is \(r=\sqrt{D^2+z^2}\), and the horizontal part of its field carries a factor \(D/r\). One face gives

\[
\frac{P}{2\pi\varepsilon_0t}
\int_{-t/2}^{t/2}\frac{D\,dz}{D^2+z^2}
=\frac{P}{\pi\varepsilon_0t}\arctan\frac{t}{2D}.
\]

With \(2D=W\) and two faces,

\[
E(0)=-\frac{2P}{\pi\varepsilon_0t}\arctan\frac tW.
\]

For \(t\ll W\), \(\arctan(t/W)\simeq t/W\) and the thin-ribbon result returns. For \(t\gg W\), the arctangent tends to \(\pi/2\) and \(E(0)\to-P/(\varepsilon_0t)\). This is the field of a slab with volume polarisation \(P/t\) normal to its faces. The slab field does not fall with the distance between the faces, because the faces extend far beyond that distance. The ribbon edges are narrow lines, and their field spreads out.

**Length.** For edges of finite length \(L\), Coulomb's law gives for one edge

\[
\frac{P}{4\pi\varepsilon_0}
\int_{-L/2}^{L/2}\frac{D\,dy}{(D^2+y^2)^{3/2}}
=\frac{P}{4\pi\varepsilon_0}\,
\frac{L}{D\sqrt{D^2+L^2/4}},
\]

because \(y/(D^2\sqrt{D^2+y^2})\) is an antiderivative of \((D^2+y^2)^{-3/2}\). Setting \(D=W/2\) and doubling for two edges multiplies the infinite-ribbon field by

\[
\frac{L}{\sqrt{L^2+W^2}}.
\]

**Substrate.** Put a line charge \(\lambda\) at height \(h\) above a half-space of relative permittivity \(\kappa\). Above the interface, use the line itself and an image \(\lambda'\) at \(-h\). Below it, use a line \(\lambda''\) at \(+h\). Continuity of the tangential field and of the normal displacement requires

\[
\lambda+\lambda'=\lambda'',
\qquad
\lambda-\lambda'=\kappa\lambda''.
\]

Adding these gives \(\lambda''=2\lambda/(1+\kappa)\). As \(h\to0\), the line and its image coincide and their sum is \(\lambda''\). A rigid thin ribbon lying on the substrate therefore has its field multiplied by \(2/(1+\kappa)\).

## A ribbon that polarises in its own field

A real sheet responds to \(E\). In linear response its total sheet polarisation is

\[
p(x)=P+\varepsilon_0sE(x),
\]

where \(P\) is now the frozen part and \(s\), a length, is the sheet susceptibility. The field comes from the bound charge of the total polarisation:

\[
E(x)=\frac{1}{2\pi\varepsilon_0}\,
\mathrm{PV}\!\int_{-W/2}^{W/2}
\frac{-p'(x')}{x-x'}\,dx'.
\]

Here PV denotes the principal value. In this continuum model \(p\) must go to zero at the edges. A finite edge value would leave a line charge, whose field diverges as \(1/d\), and the response equation could not then give a finite \(p\). The edge charge is spread inward, and the field magnitude at the edge is \(P/(\varepsilon_0s)\).

For numerical work, divide the width into an odd number of equal cells, with boundaries \(b_j\), centres \(c_i\), and constant polarisation \(p_j\) in each. Cell \(j\) has line charge \(-p_j\) on its left boundary and \(+p_j\) on its right, so

\[
E_i=\sum_j\frac{p_j}{2\pi\varepsilon_0}
\left[\frac1{c_i-b_{j+1}}-\frac1{c_i-b_j}\right].
\]

Inserting this in \(p_i=P+\varepsilon_0sE_i\) gives a linear system. The cells must be narrow compared with both \(s\) and \(W\). For a cell of width \(h\), the diagonal coefficient is \(-2/(\pi\varepsilon_0h)\), the centre-field formula applied to the cell itself. This is a useful check of sign.

Two effects compete at the centre. By symmetry, a charge element \(-p'(x)dx\) in the right half and its opposite in the left half push in the same direction, so

\[
|E(0)|=\frac{1}{\pi\varepsilon_0}
\int_0^{W/2}\frac{-p'(x)}{x}\,dx
=\frac{p(0)}{\pi\varepsilon_0}
\left\langle\frac1x\right\rangle .
\]

The average is weighted by the charge in the right half, whose total is \(p(0)\). The response reduces \(p(0)\) below \(P\), which weakens the field. It also moves charge towards the centre, which raises \(\langle1/x\rangle\) above \(2/W\) and strengthens the field. The centre field can therefore exceed the rigid value.

For a very narrow ribbon the reduction wins. The response equation at the centre gives \(|E(0)|=[P-p(0)]/(\varepsilon_0s)\), which is at most \(P/(\varepsilon_0s)\) when \(p(0)\ge0\). Relative to the rigid field this bound is \(\pi W/(2s)\), or 0.314 at \(W=s/5\). The numerical solution gives 0.261 there.

## Potential drop and edge compensation

For the rigid ribbon, integrate \(|E|\) between points a distance \(a\) inside each edge:

\[
V=\frac{P}{2\pi\varepsilon_0}
\left[\ln\frac{W/2+x}{W/2-x}\right]_{-(W/2-a)}^{W/2-a}.
\]

The upper limit contributes \(\ln[(W-a)/a]\) and the lower limit its negative. Hence

\[
V=\frac{P}{\pi\varepsilon_0}\ln\frac{W-a}{a}.
\]

At fixed \(a\) the drop grows logarithmically with width while the centre field falls. The right edge is at the higher potential, so electron energies are lower there. Once \(eV\) exceeds the energy gap \(E_g\), moving electrons from valence states at the left edge to conduction states at the right edge lowers the energy. The transferred charge cancels part of the bound edge charge.

Let the free line charges be \(-(1-f)P\) on the right and \(+(1-f)P\) on the left. These are the edge charges of a uniform polarisation \(-(1-f)P\). For the field, the frozen source \(P\) is thus replaced by \(fP\). In linear response, both the centre field and the drop are multiplied by \(f\). If transfer stops when the drop has fallen to \(E_g/e\), then

\[
f=\frac{E_g}{eV},
\qquad
|E_{\rm comp}(0)|=\frac{E_g}{e}\,\frac{|E(0)|}{V}
\qquad(eV>E_g),
\]

where \(E(0)\) and \(V\) are the uncompensated values. Both are proportional to \(P\), so in this estimate the compensated field does not depend on \(P\). If \(eV\le E_g\), the estimate sets \(f=1\).

The stopping condition is an equilibrium estimate. It neglects confinement of the carriers and the filling of the bands, which both raise the required drop, and edge states in the gap, which can lower it. It also assumes that charge has had a path and time to transfer.

## Worked example: a 100 nm ribbon

The parameters are rough typical values for a monolayer of the tin monochalcogenide family, polarised in its plane: \(P=200\) pC/m, \(t=0.6\) nm, \(s=7\) nm and \(E_g=1.5\) eV. The ribbon has \(W=100\) nm and \(L=1000\) nm.

With \(P/\varepsilon_0=22.59\) V, the rigid centre field has magnitude

\[
\frac{2}{\pi}\,\frac{22.59\ \mathrm V}{100\ \mathrm{nm}}
=0.144\ \mathrm{V/nm}=1.44\ \mathrm{MV/cm},
\]

or \(2.80\times10^{-4}\) atomic units. A slab with the same volume polarisation, \(P/t=33\) µC/cm², would have a field of 376 MV/cm. The ribbon geometry reduces the field by a factor of about 260, but 1.44 MV/cm is still large.

At 1 nm from an edge the rigid formula gives 36.3 MV/cm, against a wide-ribbon limit of 36.0 MV/cm. Since 1 nm is less than \(s\), these values describe the rigid model and should not be used as the field in a polarisable sheet.

The thickness changes the centre field by about one part in \(10^5\), and the finite length lowers it by 0.5%. An oxide substrate with \(\kappa=3.9\), much thicker than the ribbon is wide, multiplies the rigid field by 0.408, giving 0.59 MV/cm. The remaining numbers are for a ribbon in vacuum.

With \(s=7\) nm, the centre polarisation falls to \(0.953P\), but the centre field rises by 5.9% to 1.52 MV/cm. The identity for \(|E(0)|\) accounts for this: \(\langle1/x\rangle\) must exceed \(2/W\) by the factor \(1.059/0.953=1.11\). A fourfold larger \(s\), used to represent a soft lattice, gives \(0.814P\) and a field 4.4% above the rigid one. The two effects partly cancel, so the centre field changes by only about 5% in both cases.

The edge-to-edge drop for \(s=7\) nm is 34.6 V, far above the 1.5 V that corresponds to the gap. The uncompensated state is therefore not a credible equilibrium state for these parameters. The estimate gives

\[
f=\frac{1.5}{34.6}=0.0433,
\qquad
|E_{\rm comp}(0)|=0.0433\times1.523\ \mathrm{MV/cm}
\simeq0.066\ \mathrm{MV/cm}.
\]

In this estimate about 4% of the edge charge survives, and the centre field is 23 times smaller than without compensation. Band filling weakens the compensation, because more than one electron per nanometre of edge is transferred. In a Thomas–Fermi model with a two-dimensional density of states, and a carrier mass times valley number of 0.2 to 1 electron masses, the remaining drop is about 3.4 to 5.5 V and the centre field is 1.3 to 1.8 times the estimate. The bands are then filled to between about 0.9 and 2 eV at the edges. A constant density of states is doubtful over such a range in a real monolayer. The carriers also lie on average only 0.3 to 0.7 nm from the edge. This is less than their Fermi wavelength, at least 1.3 to 2 nm, and comparable with \(t\), so the Thomas–Fermi approximation and the zero-thickness sheet are both outside their regime there. These numbers only indicate the size of the effect. The rigid formulas with \(a=1\) nm give nearly the same answer: their drop is 33.0 V, and \(1.5\times1.438/33.0=0.065\) MV/cm. This agreement depends on the choice of \(a\): with \(a=s=7\) nm the rigid drop would be 18.6 V and the estimate 0.116 MV/cm. For \(s=28\) nm the drop is 23.5 V, and the same scaling gives 0.096 MV/cm. The uncertainty in \(s\) thus matters more after compensation than before it.

The next table holds \(P\), \(s\) and \(E_g\) fixed and varies the width. Fields are magnitudes at the centre, in MV/cm.

| \(W\) (nm) | Rigid field | Polarisable/rigid | Drop (V) | Compensated field |
|---:|---:|---:|---:|---:|
| 10 | 14.4 | 0.865 | 15.8 | 1.18 |
| 30 | 4.79 | 1.058 | 25.0 | 0.304 |
| 100 | 1.44 | 1.059 | 34.6 | 0.066 |
| 300 | 0.479 | 1.029 | 43 | 0.017 |
| 1000 | 0.144 | 1.011 | 51 | 0.004 |

The ratio of polarisable to rigid field is below one at 10 nm, above one from 30 nm, and within about 1% of one at 1000 nm. The same number of cells, 1501, was used at every width. At 1000 nm a cell is therefore 0.67 nm wide, about a tenth of \(s\), and the drop there is reliable only to about 2%, or 1 V. At 100 nm the drop is about 0.1 V too low, and the ratios in the table are too low by at most about 0.001. From 300 to 1000 nm the computed drop rises by about 8 V. The rigid logarithm predicts nearly \((22.59/\pi)\ln(1000/300)=8.7\) V, which agrees within this numerical error. The compensated field falls faster than \(1/W\), because the surviving edge charge also decreases as the uncompensated drop grows.

## Use for real ribbons

The example lies in the regime of tin monochalcogenide monolayers, but its inputs are rough and the fields are model results. One assumption clearly at risk in a real ribbon is the absence of free charge. With the gap-limited estimate, relaxing it moves the 100 nm result from 1.52 to about 0.066 MV/cm, or to about 0.1 MV/cm when band filling is included. Doping, charged adsorbates and edge states can change the edge charge further. The assumption of a single domain is also at risk: domains of opposite polarisation that follow one another along the ribbon alternate the sign of the edge charge, which lowers the electrostatic energy of a rigid, uncompensated ribbon. They need a separate calculation. The model also holds \(P\) fixed in size and direction; whether a real ribbon switches, or turns its polarisation towards the ribbon axis, depends on its switching field and anisotropy, which are not included. Near the edges the linear response itself is doubtful: without compensation the model's edge field is \(22.59\ \mathrm V/7\ \mathrm{nm}\), about 32 MV/cm. It keeps this value in the Thomas–Fermi model, where the free charge is spread out and \(p\) must still vanish at the edge.

For an implementation, first compute the uncompensated drop. If it is below \(E_g/e\) and no other free charge is present, \(2P/(\pi\varepsilon_0W)\) applies to a thin, long ribbon in vacuum with \(W\gg s\); the response raises the field by about 7% near \(W=7s\) and by about 3% at \(W=50s\). The example never meets both conditions: its drop falls below 1.5 V only for \(W\) under about 0.5 nm, and at \(W=70\) nm it would need \(P\) below about 9 pC/m. If the drop is larger, a first estimate replaces \(P\) in this formula by the uncompensated edge charge per length, \(fP\); in the Thomas–Fermi model band filling raises the field further, by a factor of 1.3 to 1.8 in the example. For a mass times valley number of 0.2 electron masses, this factor grows from 1.8 to about 2.2 if \(P\) is doubled, or to about 2.1 if \(s\) is halved. With \(s\) halved the field itself stays near 0.116 MV/cm and the factor grows because the gap-limited estimate falls; with \(P\) doubled the bands fill to about 4 eV, far beyond the range of a constant density of states. The frozen polarisation of the material remains \(P\); what has changed is the net charge at its edges.

## Values computed for the example and the checks

```
LATTICE TEST (spacing 1, P/eps0 = 1)
ribbon width: 101 spacings
local-field sum, infinite sheet: 4.5168
centre field from lattice: 0.006303
centre field from formula: 0.006303
field 25 columns off centre, lattice: 0.008349
field 25 columns off centre, formula: 0.008349
EXAMPLE INPUTS (rough)
P = 200 pC/m, W = 100 nm, L = 1000 nm
t = 0.6 nm, s = 7.0 nm, gap = 1.5 eV, kappa = 3.9
P/t = 33.3 uC/cm2
P/eps0 = 22.59 V
RIGID RIBBON
centre field magnitude: 1.438 MV/cm
same in atomic units: 2.796e-04
field 1 nm from an edge: 36.3 MV/cm
wide-ribbon limit at that distance: 36.0 MV/cm
slab field P/(eps0 t): 376 MV/cm
drop between points 1 nm inside edges: 33.0 V
CORRECTION FACTORS TO THE CENTRE FIELD
thickness: 0.999988
finite length: 0.9950
substrate, rigid ribbon: 0.408
polarisable sheet, s = 7 nm: 1.059
soft lattice, s = 28 nm: 1.044
very narrow ribbon, W = s/5: 0.261
POLARISABLE RIBBON AND COMPENSATION, W = 100 nm
centre polarisation p/P, s = 7 nm: 0.953
centre polarisation p/P, s = 28 nm: 0.814
centre field without compensation: 1.523 MV/cm
potential drop edge to edge: 34.6 V
same drop, s = 28 nm: 23.5 V
fraction f of edge charge left: 0.0433
centre field after compensation: 66.0 kV/cm
WIDTH TABLE: W (nm) | rigid field (MV/cm) | polarisable/rigid |
  drop (V) | f | compensated centre field (kV/cm)
    10 |  14.380 | 0.865 |  15.8 | 0.0950 | 1182.21
    30 |   4.793 | 1.058 |  25.0 | 0.0600 |  304.34
   100 |   1.438 | 1.059 |  34.6 | 0.0433 |   66.01
   300 |   0.479 | 1.029 |  42.7 | 0.0351 |   17.32
  1000 |   0.144 | 1.011 |  50.9 | 0.0294 |    4.28
```
